Area Scaling of Dielectric Breakdown Time under Weibull Weakest-Link Statistics

**Result.** Let a dielectric film of area A break down when its weakest part does, and let its breakdown times follow a Weibull law of shape b. Under the assumptions below, the characteristic time η, by which a fraction 1 − 1/e = 63.2 % of devices has failed, obeys

η(A) = η₀ (A/A₀)^(−1/b),

where η₀ is its value at a reference area A₀. A thousandfold larger area with b = 2 shortens η by √1000 = 31.6.

## Assumptions and theorem

S_A(t) is the probability that a device of area A survives to time t under constant stress.

(a) The device fails when any part of it fails.
(b) Disjoint parts fail independently.
(c) The failure law of a part depends on its area alone: field, temperature, film and failure criterion are the same everywhere and for all areas compared.

Areas are large compared with the atomic-scale cells of the film, so that A may be treated as continuous.

**Theorem.**

(i) S_A(t) = exp[−A h(t)], with a non-decreasing function h(t) ≥ 0, the cumulative hazard per area.

(ii) If h(t) = (1/A₀)(t/η₀)^b, every area has a Weibull law of the same shape b, and η(A) is as stated. Every other quantile and the mean scale by the same factor.

(iii) Conversely, if h is continuous and η(A) = η₀(A/A₀)^(−1/b) for all A > 0, then h is the power law in (ii).

**Proof of (i).** A device of area A + B survives if both parts survive, so S_(A+B) = S_A S_B. Fix a time at which survival is possible and set G(A) = −ln S_A ≥ 0. Then

G(A + B) = G(A) + G(B).

Adding k equal parts gives G(kA) = kG(A), hence G(rA) = rG(A) for every positive rational r. Since G ≥ 0, the sum rule also makes G non-decreasing in A. An irrational ratio can be enclosed between rationals as closely as desired, so G is proportional to A. Its coefficient is h(t). It cannot decrease with time because survival cannot increase.

**Proof of (ii).** Inserting h gives

S_A(t) = exp[−(A/A₀)(t/η₀)^b] = exp[−(t/η)^b], η = η₀(A/A₀)^(−1/b).

At t = η, S = 1/e. The time t_q at which a fraction q has failed satisfies (t_q/η)^b = −ln(1 − q), so

t_q = η [−ln(1 − q)]^(1/b).

The bracket does not contain A. The mean is ∫₀^∞ S dt. With u = (t/η)^b and dt = (η/b)u^(1/b−1) du it becomes (η/b)Γ(1/b) = ηΓ(1 + 1/b), again proportional to η.

**Proof of (iii).** By definition A h(η(A)) = 1. For given t choose A = A₀(t/η₀)^(−b), for which η(A) = t. Then h(t) = 1/A = (1/A₀)(t/η₀)^b. ∎

**Remark: other failure laws.** For differentiable h, take the logarithm of A h(t_q) = −ln(1 − q) and differentiate at fixed q:

1 + β d ln t_q/d ln A = 0, β = d ln h/d ln t.

The area exponent is therefore −1/β. Since ln(−ln S_A) = ln A + ln h, β is also the local slope of the Weibull plot, which shows ln(−ln S) against ln t. For patches with lognormal lifetimes, with unit standard deviation of ln t, the exponent at the 63.2 % point is −0.373 for 100 patches and −0.173 for 10⁸. Weakest-link failure alone does not give a fixed power of area; the Weibull form is needed.

## Where the shape can come from

**Lemma 1.** Divide the film into N columns of n cells each. Let each cell be defective at time t with probability p = (t/τ)^α, for t ≤ τ, independently of the others. A column shorts when all its n cells are defective. For large N the film has a Weibull law with

b = nα, η = τN^(−1/b).

**Proof.** A column shorts with probability pⁿ, so S = (1 − pⁿ)^N. Write w = Npⁿ. Then

ln S = N ln(1 − w/N) = −w − w²/(2N) − …

At times of order η, w is of order one, and the second term vanishes as N grows. What remains is S = exp[−N(t/τ)^(nα)]. At finite N the condition S = 1/e reads

pⁿ = 1 − e^(−1/N) = (1/N)[1 − 1/(2N) + …].

Taking the power 1/b gives η = τN^(−1/b)[1 − 1/(2Nb) + …]. ∎

For N = 20 and b = 1.5 the bracket is 0.9833; solving S = 1/e numerically gives 0.9835. As a test of the whole chain, films were simulated cell by cell with n = 3 and α = 0.5, hence b = 1.5, using 4000 films at each of two sizes. Going from 100 to 1600 columns shortened η by 6.52, against 16^(1/1.5) = 6.35. The difference of 0.026 in the logarithm compares with a sampling error of about 0.02.

In this model a thicker film has more cells per column and a larger b, so its lifetime depends less on area.

**Lemma 2 (paths that share cells).** Independent columns are not essential. Take a strip of two layers and length L, in which a defective bottom cell x connects to a defective top cell at x − 1, x or x + 1. For small p the hazard per unit length is

3p² − 6p³ + O(p⁴).

**Proof.** Close the strip into a ring. Each site has three possible links, each present with probability p². Two links that share a cell need three defects. Each cell has three partners, hence three such pairs of links, and there are two cells per site: six pairs per site. Inclusion and exclusion gives

S = 1 − 3Lp² + 6Lp³ + O(p⁴).

Three links cannot fit on three cells, because a closed triangle would need two connected cells in the same layer; they enter at p⁴ or later. Hence ln S = −L(3p² − 6p³) + O(p⁴) for fixed L.

To reach long strips, write S as the trace of the L-th power of a 4 × 4 matrix that passes from one site to the next. At p = 0 its eigenvalues are 1, 0, 0, 0. At small p the lesser ones vanish as positive powers of p, so for a large enough fixed L they do not affect the orders p² and p³. Thus −ln λ = 3p² − 6p³ + O(p⁴) for the largest eigenvalue λ, and long strips have S ≈ λ^L. ∎

At p = 0.001 the matrix gives a hazard of 2.9940p², as 3(1 − 2p) requires. Setting L times the hazard equal to one gives ln p = −½ ln(3L) + p to this order, and t = τp^(1/α). The area exponent therefore tends to −1/(2α) = −1/b. For α = 0.8, between L = 10⁴ and 10⁶, it is −0.6264 instead of −0.6250. The small term p, which falls from 0.0058 to 0.0006, accounts for the difference. In this strip the sideways links raise the leading hazard from p² to 3p² per site, the sharing of cells first enters through the term −6p³, and neither changes the limiting exponent.

## Films that are not uniform

Let lifetime depend on field E as exp(−γE), with b held fixed.

**Proposition 1 (variation inside a device).** If every device samples the same Gaussian spread of local field, with standard deviation σ_E, the area law holds unchanged and η is multiplied by exp(−bγ²σ_E²/2).

**Proof.** A field excess δ divides the local lifetime by e^(γδ) and so multiplies the local hazard by e^(bγδ). Hazards of independent parts add, so the device sees the average ⟨e^(bγδ)⟩ = exp(b²γ²σ_E²/2). Since hazard varies as η^(−b), η changes by the power −1/b of this factor. ∎

**Proposition 2 (variation between dies).** Let each die have its own hazard factor x > 0, with the same distribution of x for all areas. Then the quantiles of the pooled population scale as A^(−1/b) with the intrinsic b, but the slope of the pooled Weibull plot is smaller than b if x varies.

**Proof.** With w = (A/A₀)(t/η₀)^b, the pooled survival is S = ⟨e^(−xw)⟩. It depends on A and t through w alone and decreases with w. A fixed quantile means fixed w, hence t_q ∝ A^(−1/b). Because d ln w/d ln t = b, the slope of the plot is

d ln(−ln S)/d ln t = b ⟨xw e^(−xw)⟩/(−S ln S).

Put y = e^(−xw), so that xw e^(−xw) = −y ln y. This function of y is concave, so its average is at most its value at the average: ⟨−y ln y⟩ ≤ −S ln S. Equality requires x to be constant. ∎

The relation between exponent and slope in the earlier remark does not apply here, because parts of one die share x and are not independent. Inserting the pooled slope into the area law exaggerates the area effect.

## How well the extrapolation is known

**Proposition 3.** Let η and b be fitted by maximum likelihood to m failed pads of area A₁, and let L = ln(A₂/A₁). For large m the estimate of ln η at area A₂ has variance

[1 + 6(1 − C + L)²/π²]/(mb²),

where C = 0.577… is Euler's constant.

**Proof.** Set u = ln η, σ = 1/b and z = (ln t − u)/σ. The density of ln t is (1/σ)exp(z − e^z), and v = e^z is exponentially distributed with mean one. The derivatives of the log density are

∂/∂u: (v − 1)/σ, ∂/∂σ: [z(v − 1) − 1]/σ.

Averages follow from ⟨v^k ln v⟩ = Γ′(k + 1) and ⟨v^k ln² v⟩ = Γ″(k + 1). With K = C² + π²/6,

Γ′(1) = −C, Γ′(2) = 1 − C, Γ′(3) = 3 − 2C,
Γ″(1) = K, Γ″(2) = K − 2C, Γ″(3) = 2K − 6C + 2.

The mean products of the derivatives, times σ², are then

uu: ⟨(v − 1)²⟩ = 1,
uσ: ⟨z(v − 1)²⟩ − ⟨v − 1⟩ = Γ′(3) − 2Γ′(2) + Γ′(1) = 1 − C ≡ g,
σσ: ⟨z²(v − 1)²⟩ − 2⟨z(v − 1)⟩ + 1 = (K − 2C + 2) − 2 + 1 = π²/6 + g².

The determinant is π²/6. Inverting this matrix and dividing by m gives, in units of σ²/m,

Var u = 1 + 6g²/π², Cov(u, σ) = −6g/π², Var σ = 6/π².

The extrapolated value is u − σL, with variance Var u − 2L Cov(u, σ) + L² Var σ. Collecting terms gives the result. ∎

## Worked example: a thin alumina film

The parameters are rough values for 5 nm alumina grown by atomic layer deposition, stressed at 6 MV/cm and 125 °C. A test pad of 10⁻⁴ cm² has η = 1000 s, the product has area 0.1 cm², and γ = 4 cm/MV. With 1 nm cells there are n = 5 per column; α = 0.4 gives b = 2.

The pad has N = 10¹⁰ columns and the product 10¹³. Hence τ = 1000 s × (10¹⁰)^(1/2) = 10⁸ s, and for the product

η = 1000 s/√1000 = 31.6 s.

The time to 100 ppm failed is 31.6 s × (10⁻⁴)^(1/2) = 0.316 s. At η the defective fraction of cells is p = N^(−1/5): 1.0 % in the pad but 0.25 % in the product. The larger film fails while it is less damaged on average, because it offers more places for a rare full column.

Restoring the pad's lifetime at fixed thickness requires A^(−1/b)e^(−γE) to stay constant, so the field must fall by

ln(1000)/(bγ) = 6.908/8 = 0.863 MV/cm,

or 0.432 V. This assumes the exponential field law over that whole interval.

**Thickness.** A 1 % spread inside a device at fixed voltage gives σ_E = 0.06 MV/cm and a factor exp(−0.0576) = 0.944 on η. Using the full dependence of field on thickness gives 0.941. If the spread lies between dies, the pooled slope at the 63.2 % point is 1.80 for a 1 % spread and 1.43 for 2 %. Area factors inferred from these slopes are 47 and 127, while the true factor remains 31.6. All these values hold b fixed. In the cell model a thinner spot also has a smaller b = nα. If b is let scale smoothly with thickness at fixed α and cell size, the factor 0.941 becomes 0.88 for the pad and 0.86 for the product, the pooled slopes become 1.62 and 1.14, and the true area factor moves slightly, to 31.5 and 31.2.

**Edges and spots.** Suppose a rim 0.1 µm wide carries 10 % more field. Its hazard per area is higher by a factor e^(4.8). For square devices the total hazard is multiplied by 1.482 in the pad and by 1.015 in the product, so the lifetime ratio drops to 31.62 × (1.015/1.482)^(1/2) = 26.2. One killer spot per cm² would hit 0.01 % of pads but 1 − e^(−0.1) = 9.5 % of products. If such spots fail early, they decide the 100 ppm life of the product, and the value 0.316 s no longer applies.

**Temperature and current.** With an assumed activation energy of 0.6 eV, a product 5 K hotter than the pad lives 0.805 times as long. For tunnelling from a free-electron metal, the electrons whose energy normal to the film lies ε below the Fermi level fill a disc of transverse states proportional to ε. If the transmission is taken to depend on this normal energy alone, the current density in atomic units is

J = (1/2π²) ∫ ε exp[−4√(2m)(φ + ε)^(3/2)/(3F)] dε,

where φ is the barrier height above the Fermi level, m is here the electron mass in the film in units of the free mass, F is the force on the electron, and the exponential is the semiclassical transmission of a triangular barrier. For φ = 2.8 eV and m = 0.25 this gives about 2 × 10⁻⁴ A/cm² at zero temperature. With 3.0 V across the film the barrier is a full triangle only for ε below 0.2 eV; deeper electrons meet a barrier cut off by the far electrode, which raises the current by about 5 %. A larger error has the opposite sign. An electron that keeps its transverse momentum has more transverse energy in the film, where its mass is smaller, and so meets a higher barrier. In the semiclassical approximation this lowers the current to about a quarter; matching the waves exactly at the interfaces gives 0.35 to 0.4 instead, for metal Fermi energies of 11.7 to 5 eV. The image force, which the formula also omits, works the other way: it lowers the barrier and raises the current by a factor of about 1.8 for a dielectric constant of 9 and 4.4 for 3.1. Thermal broadening at 125 °C adds a factor of about 1.5. The formula's value is therefore good to a factor of a few, with no fixed sign of the error. With that value the product loses about 1 mV in 50 Ω leads, which lengthens its life by 0.8 %. Trap-assisted current is left out; a total of 2.4 × 10⁻³ A/cm² would make the effect 10 %.

**Sampling.** With 50 failed pads, Proposition 3 gives a standard deviation of 0.410 in ln η for the product; 4000 simulated fits gave 0.407. One standard deviation is a factor 1.51, so 31.6 s stands for roughly 21 to 48 s. At this sample size the fit is also slightly biased: b comes out about 3 % high on average and the extrapolated η about 5 % high, on the optimistic side.

**Relation to real films.** The field and thickness are in the range used for such films, but b, γ, the cell size and the spot density depend on deposition, electrodes and annealing, and the values here are choices. In real devices, edges and thickness differences between dies break assumption (c). Spots placed at random with a fixed density can respect it, but they add to h(t) a part that does not follow the same power law. In this example the edge moves the area factor by about a sixth, while spots can replace the early-failure law altogether. A useful check is to measure pads of several areas: under the conditions of Proposition 2 their quantiles give the intrinsic b, which the pooled slope from one area does not. The remaining values are in the numerical output below.

Computed values

```
CHECKS OF THE LAW
simulation, b = 1.5, area x16: life ratio 6.52
  area law predicts 6.35
20 columns, b = 1.5: exact/law 0.9835, formula 0.9833
lognormal patches, exponent at 1e2 patches: -0.373
lognormal patches, exponent at 1e8 patches: -0.173
shared paths, hazard/p^2 at p = 0.001: 2.9940
shared paths, area exponent -0.6264, -1/b -0.6250
EXAMPLE INPUTS (rough)
thickness 5.0 nm, cell 1.0 nm, alpha 0.4
field 6.0 MV/cm, film voltage 3.0 V
gamma 4.0 cm/MV, temperature 398.15 K
pad area 1e-04 cm2, product area 0.1 cm2
pad characteristic time 1000 s
EXAMPLE RESULTS
cells per column 5, Weibull shape b 2.00
columns: pad 1.0e+10, product 1.0e+13
cell time scale tau 1.00e+08 s
area ratio 1000, lifetime reduction factor 31.62
product characteristic time 31.62 s
product time to 100 ppm failed 0.316 s
defective cell fraction at eta: pad 0.01000, product 0.00251
field cut restoring pad life 0.863 MV/cm
same as voltage cut 0.432 V
NEGLECTED EFFECTS
1% thickness spread inside device: eta factor 0.941
  small-spread formula 0.944
1% die-to-die spread: pooled slope at 63.2% 1.796
  reduction factor inferred from that slope 46.8
2% die-to-die spread: pooled slope at 63.2% 1.426
  reduction factor inferred from that slope 126.8
rim 0.1 um wide, field excess 0.6 MV/cm
  hazard factor: pad 1.482, product 1.015
  lifetime reduction factor with rim 26.18
killer spots 1.0 per cm2: pads hit 0.010 %
  products hit 9.52 %
activation energy 0.6 eV, 5 K hotter: life factor 0.805
barrier 2.8 eV, mass 0.25 m_e, leads 50 ohm
  tunnelling current density 2.00e-04 A/cm2 (zero temperature)
  voltage lost in leads, product 1.000 mV
  resulting life increase 0.80 %
  current density for 10 % life increase 2.38e-03 A/cm2
50 tested pads: sd of ln(product eta), formula 0.410
  simulated fits 0.407
  one-sd factor on product eta 1.51
```
